# Quadrupole Hyperfine Shifts of a Symmetric Top and the Nitrogen Triplet, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the nuclear charge to an operator in J

### Three lines where one was expected

Take a model symmetric top with rotational constant $B/h = 9000$ MHz. A rigid rotor with this constant has its $J = 1$–$0$ line at $2B/h = 18000$ MHz. Now put a $^{14}$N nucleus, of spin 1, on the symmetry axis, with a quadrupole coupling $eqQ/h = -4$ MHz. The single line is replaced by three, at 17999.0, 18000.2 and 18002.0 MHz, with strengths in the ratio 3 : 5 : 1. The two spacings are 1.2 and 1.8 MHz.

The size of the effect is that of $eqQ$, but none of the displacements, $-1.0$, $+0.2$ and $+2.0$ MHz, equals $eqQ/h$. They follow from a general formula for the shift of a rotational level with quantum numbers $J \ge 1$ and $K$, when the nuclear spin $I \ge 1$ and $\mathbf J$ form a total angular momentum $F$:

$$
E = eqQ \left[ \frac{3K^2}{J(J+1)} - 1 \right] Y(J,I,F) ,
$$

$$
Y = \frac{\tfrac34 C(C+1) - I(I+1)J(J+1)}{2(2J-1)(2J+3)\,I(2I-1)} ,
\qquad C = F(F+1) - I(I+1) - J(J+1) .
$$

The function $Y$ is Casimir's function. The formula holds to first order in $eqQ$ and for a nucleus on the symmetry axis. A level with $J = 0$ has no first-order shift and has to be treated separately, because the formula then reads $0/0$.

Angular momenta are measured in units of $\hbar$. The symbol $e$ is the positive elementary charge, and $eqQ$ is an energy, so the formula has the same form in every system of units. Energies divided by $h$ are given in MHz, since atomic energy units would make these splittings inconveniently small numbers.

### The energy of a nucleus in a field gradient

Let $\rho(\mathbf r)$ be the charge density of the nucleus, with the origin at its centre, and let $V(\mathbf r)$ be the electrostatic potential of all the other charges in the molecule. The energy is $\int \rho V \, d^3r$. Expanding $V$ about the origin gives three kinds of term up to second order.

The constant term is the energy of a point charge and does not depend on the nuclear spin. The linear term contains the electric dipole moment of the nucleus, which vanishes in a nuclear state of definite parity. The quadratic term is

$$
W = \frac12 \sum_{ij} V_{ij} \int \rho \, x_i x_j \, d^3r ,
\qquad V_{ij} = \frac{\partial^2 V}{\partial x_i \partial x_j} .
$$

Any trace of $V_{ij}$ multiplies $\int \rho\, r^2 d^3r$, which is independent of the direction of the nuclear spin. That part moves all the hyperfine levels together and is left out, so from here on $V_{ij}$ denotes the traceless part. Then $\sum_{ij} V_{ij}\delta_{ij} = 0$, and a multiple of $\delta_{ij}$ may be subtracted from $x_i x_j$ without changing $W$:

$$
W = \frac12 \sum_{ij} V_{ij} \int \rho \left( x_i x_j - \tfrac13 \delta_{ij} r^2 \right) d^3r
= \frac16 \sum_{ij} Q_{ij} V_{ij} ,
$$

$$
Q_{ij} = \int \rho \left( 3 x_i x_j - \delta_{ij} r^2 \right) d^3r .
$$

In quantum mechanics $Q_{ij}$ is an operator on the nuclear states, and $V_{ij}$ is an operator on the orientation of the molecule. Both are symmetric and traceless. The next result turns each of them into a polynomial in an angular momentum.

### Symmetric traceless tensors inside one multiplet

Consider the $2J+1$ states of one angular momentum $J$, and a symmetric traceless tensor operator $T_{ij}$ whose indices rotate as those of a vector. For a vector $\mathbf n$ this means

$$
[J_i, n_j] = i \sum_k \epsilon_{ijk} n_k ,
$$

and for a tensor each index contributes one such term. The claim is that, between states of the multiplet,

$$
T_{ij} = c\, S_{ij} , \qquad
S_{ij} = \tfrac12 (J_i J_j + J_j J_i) - \tfrac13 \delta_{ij} \mathbf J^2 ,
$$

with one number $c$ for all the components.

With $n_\pm = n_x \pm i n_y$ and $J_\pm = J_x \pm i J_y$, the vector rule gives

$$
[J_+, n_+] = 0 , \quad [J_z, n_+] = n_+ , \quad
[J_-, n_+] = -2 n_z , \quad [J_-, n_z] = n_- , \quad [J_-, n_-] = 0 .
$$

The component $T_{++} = T_{xx} - T_{yy} + 2i T_{xy}$ carries two indices of type $+$. Hence $[J_z, T_{++}] = 2T_{++}$ and $[J_+, T_{++}] = 0$. The first relation says that $T_{++}$ raises $M$ by two. Write its elements as $t_M = \langle M+2 | T_{++} | M \rangle$, and write $a_M = \langle M+1 | J_+ | M \rangle$, which is not zero for $M < J$. The second relation, taken between $M$ and $M+3$, reads

$$
a_{M+2}\, t_M = t_{M+1}\, a_M .
$$

One element therefore fixes all the others. The corresponding component of $S_{ij}$ is $S_{++} = J_x^2 - J_y^2 + i(J_xJ_y + J_yJ_x) = J_+^2$. It also commutes with $J_+$ and obeys the same recursion, so $T_{++} = c J_+^2$.

The remaining components follow by repeated commutation with $J_-$. Since the trace vanishes, $T_{+-} = T_{xx} + T_{yy} = -T_{zz}$, and

$$
[J_-, T_{++}] = -4 T_{+z} , \qquad
[J_-, T_{+z}] = T_{+-} - 2T_{zz} = -3 T_{zz} ,
$$

$$
[J_-, T_{zz}] = 2 T_{-z} , \qquad [J_-, T_{-z}] = T_{--} .
$$

The tensor $S_{ij}$ obeys the same relations with the same coefficients. The operators $\mathbf J$ do not lead out of the multiplet, so these commutators may be evaluated inside it. The factor $c$ is thus passed down the chain, which proves the claim.

If the angular momentum is 0 or $\tfrac12$, no pair of states differs by two units of $M$. Then $T_{++} = 0$, and the whole tensor vanishes inside the multiplet.

### The nuclear quadrupole operator

The nucleus stays in its ground state, a multiplet of spin $I$. The result just proved, with $\mathbf I$ in place of $\mathbf J$, gives

$$
Q_{ij} = a \left[ \tfrac32 (I_i I_j + I_j I_i) - \delta_{ij} \mathbf I^2 \right] .
$$

The constant is fixed by the definition of the quadrupole moment $Q$: the value of $Q_{zz}$ in the state with $m_I = I$ is $eQ$. In that state the bracket equals $3I^2 - I(I+1) = I(2I-1)$, and so

$$
a = \frac{eQ}{I(2I-1)} .
$$

For $I = 0$ or $\tfrac12$ the operator vanishes, as shown above, and there is no quadrupole splitting. This is why the condition $I \ge 1$ is needed.

### The field gradient of a symmetric top

Let $\mathbf n$ be a unit vector along the symmetry axis. If this axis passes through the nucleus and is of threefold or higher order, the gradient tensor must be axial. To see this, take $z$ along $\mathbf n$ and turn the molecule by an angle $\alpha$ about it. The combination $V_{xx} - V_{yy} + 2iV_{xy}$ is multiplied by $e^{2i\alpha}$, and $V_{xz} + iV_{yz}$ by $e^{i\alpha}$. For a symmetry rotation, with $\alpha = 120^\circ$ for example, these components must remain unchanged although the factors differ from 1. They are therefore zero.

What remains is $V_{zz} = q$ and $V_{xx} = V_{yy} = -q/2$. In axes of any orientation this reads

$$
V_{ij} = \frac q2 \left( 3 n_i n_j - \delta_{ij} \right) .
$$

Here $q$ is an average over the electronic and vibrational state, taken as the same for all the rotational levels considered.

Now insert both tensors into $H = \tfrac16 \sum Q_{ij} V_{ij}$:

$$
H = \frac{eqQ}{12\, I(2I-1)} \sum_{ij}
\left[ \tfrac32 (I_i I_j + I_j I_i) - \delta_{ij} \mathbf I^2 \right]
\left( 3 n_i n_j - \delta_{ij} \right) .
$$

The components of $\mathbf n$ commute with each other and with $\mathbf I$. The product of the first terms therefore gives $9(\mathbf I \cdot \mathbf n)^2$. The two cross terms give $-3\mathbf I^2$ each, the second because $\mathbf n^2 = 1$. The product of the last terms gives $+3\mathbf I^2$, because $\sum_{ij}\delta_{ij}\delta_{ij} = 3$. The sum is $9(\mathbf I\cdot\mathbf n)^2 - 3\mathbf I^2$, and

$$
H = \frac{eqQ}{4I(2I-1)} \left[ 3(\mathbf I \cdot \mathbf n)^2 - \mathbf I^2 \right] .
$$

If the axis were held fixed in space, the nuclear spin component $m$ along $\mathbf n$ would be a good quantum number. For $I = 1$ the energies would be $+\tfrac14 eqQ$ for $m = \pm1$ and $-\tfrac12 eqQ$ for $m = 0$. In the free molecule the axis moves, and the rotation has to be averaged.

### Rotational states and the conservation of K

Let $\mathbf J$ be the rotational angular momentum, with components along axes fixed in space, and let $K$ be its component $\mathbf J \cdot \mathbf n$ along the figure axis. If $A$ is the rotational constant about this axis, the rotational energy is

$$
E_{\rm rot} = B\left[J(J+1) - K^2\right] + A K^2 .
$$

The scalar $\mathbf J\cdot\mathbf n$ commutes with every $J_i$. It also commutes with every $n_i$:

$$
[\mathbf J \cdot \mathbf n, n_i] = \sum_j [J_j, n_i]\, n_j
= i \sum_{jk} \epsilon_{jik}\, n_k n_j = 0 ,
$$

because $\epsilon_{jik}$ is antisymmetric in $j$ and $k$ while $n_k n_j$ is symmetric. The operator $H$ contains the molecular orientation through $\mathbf n$ alone, so it conserves $K$. In particular it does not mix the degenerate states $K$ and $-K$.

It can still mix different $J$. When $|eqQ|$ is small compared with the rotational spacings, this mixing enters the energies in second order. To first order one needs the part of $H$ inside a block of fixed $J$ and $K$, which has $(2J+1)(2I+1)$ states.

### Averaging the axis direction

The tensor $n_i n_j - \tfrac13\delta_{ij}$ is symmetric, traceless and rotates as required. Inside the block, therefore,

$$
n_i n_j - \tfrac13 \delta_{ij} \;\to\;
c \left[ \tfrac12 (J_i J_j + J_j J_i) - \tfrac13 \delta_{ij} \mathbf J^2 \right] .
$$

To find $c$, multiply by $J_i$ from the left and $J_j$ from the right and sum over $i$ and $j$. Write $X = J(J+1)$. Since $[J_i, n_i] = 0$ for each $i$, both $\sum_i J_i n_i$ and $\sum_j n_j J_j$ are equal to $\mathbf J\cdot\mathbf n$. The operators $J_i$ do not leave the block, and the left side becomes

$$
\sum_{ij} J_i \left(n_i n_j - \tfrac13\delta_{ij}\right) J_j = K^2 - \tfrac13 X .
$$

On the right side, the first term gives $\tfrac12 X^2$ and the last gives $-\tfrac13 X^2$. The middle term needs the product

$$
\sum_i J_i J_j J_i = \sum_i J_i \left( J_i J_j + [J_j, J_i] \right)
= X J_j + i \sum_{ik} \epsilon_{jik} J_i J_k .
$$

The last sum is $(\mathbf J \times \mathbf J)_j = iJ_j$, so that $\sum_i J_i J_j J_i = (X-1) J_j$. Multiplication by $J_j$ from the right and summation over $j$ give $X(X-1)$, and the middle term is half of this. Altogether,

$$
\tfrac12 X^2 + \tfrac12 X(X-1) - \tfrac13 X^2
= \tfrac23 X^2 - \tfrac12 X = \tfrac16 X(4X-3) .
$$

Because $4X - 3 = 4J^2 + 4J - 3 = (2J-1)(2J+3)$, equating the two sides gives

$$
c = \frac{2(3K^2 - X)}{X(2J-1)(2J+3)} .
$$

A direct check is available for $J = 1$, $K = 0$, $M = 0$. The wavefunction is proportional to $\cos\theta$, and the mean of $\cos^2\theta$ is $\tfrac35$. Hence $\langle n_z^2\rangle - \tfrac13 = \tfrac4{15}$. The formula gives $c = -\tfrac25$, and $c(M^2 - \tfrac13X) = -\tfrac25 \cdot (-\tfrac23) = \tfrac4{15}$.

## Second half: Casimir's function and the triplet

### What is carried over

The nucleus has spin $\mathbf I$ and quadrupole moment $Q$. It lies on the figure axis $\mathbf n$ of a symmetric top, where the field gradient along $\mathbf n$ is $q$. The rotational angular momentum is $\mathbf J$, its component along $\mathbf n$ is $K$, and $X = J(J+1)$. The quadrupole energy is

$$
H = \frac{eqQ}{4I(2I-1)} \left[ 3(\mathbf I\cdot\mathbf n)^2 - \mathbf I^2 \right] ,
$$

it conserves $K$, and inside a block of fixed $J \ge 1$ and $K$ the axis direction may be replaced according to

$$
n_i n_j - \tfrac13\delta_{ij} \to
c \left[ \tfrac12(J_iJ_j + J_jJ_i) - \tfrac13\delta_{ij}\mathbf J^2 \right] ,
\qquad c = \frac{2(3K^2-X)}{X(2J-1)(2J+3)} .
$$

The quadrupole energy of a nucleus on the figure axis has been derived, and inside a block of fixed $J \ge 1$ and $K$ the axis direction in it can be replaced by an operator in $\mathbf J$. It remains to express the energy through $F$, which gives Casimir's function, and to apply the result to the three lines of the $J = 1$–$0$ transition.
